# Onset of helical buckling in a long wire under tension and torque

## A shallow helix

Take a long wire pulled along the $z$ axis by a tension $T>0$ and twisted by a moment $M>0$. Could it rest as a shallow helix instead of a straight line? One balance of moments answers this.

The wire is uniform, straight when unloaded, inextensible and unshearable, and has the same bending stiffness $B=EI$ about every transverse axis. Let $s$ be arclength, $\mathbf r(s)$ the centreline, $\mathbf t=\mathbf r'$ the unit tangent, and $\mathbf F$, $\mathbf m$ the force and moment that the part at larger $s$ exerts on the part at smaller $s$. With no load along its length, a short piece is in equilibrium if $\mathbf F'=0$ and $(\mathbf m+\mathbf r\times\mathbf F)'=0$. Hence

$$\mathbf F'=0,\qquad \mathbf m'+\mathbf t\times\mathbf F=0. \tag{1}$$

The moment has a bending part, proportional to curvature, and a twisting part $Q$ along the tangent:

$$\mathbf m=B\,\mathbf t\times\mathbf t'+Q\,\mathbf t . \tag{2}$$

For a helix whose tangent makes a fixed angle $\theta$ with the axis,

$$\mathbf t=\sin\theta\,\mathbf e_\rho+\cos\theta\,\mathbf e_z,\qquad \mathbf e_\rho=(\cos ks,\sin ks,0).$$

Let $\mathbf e_\phi=\mathbf e_z\times\mathbf e_\rho$, so that $\mathbf e_\rho'=k\mathbf e_\phi$. Then $\mathbf t'=k\sin\theta\,\mathbf e_\phi$ and $\mathbf t\times\mathbf t'=k\sin\theta(\sin\theta\,\mathbf e_z-\cos\theta\,\mathbf e_\rho)$. With $Q$ constant and $\mathbf F=T\mathbf e_z$,

$$\mathbf m'=k\sin\theta\,(Q-Bk\cos\theta)\,\mathbf e_\phi,\qquad \mathbf t\times\mathbf F=-T\sin\theta\,\mathbf e_\phi .$$

Their sum vanishes for $\theta\neq0$ if $kQ-Bk^2\cos\theta-T=0$. As $\theta\to0$, $Q\to M$ and

$$M=Bk+\frac Tk . \tag{3}$$

Bending opposes a short pitch and tension opposes a long one. The right side of (3) is least at $k=\sqrt{T/B}$, where it equals $2\sqrt{BT}$. No shallow helix can be in equilibrium at a smaller moment. It remains to show that no other small shape does better, and that the straight wire really is unstable above this value.

## Linearised rod equations

First, $Q$ is constant for any shape. Differentiating (2) gives $\mathbf m'=B\,\mathbf t\times\mathbf t''+Q'\mathbf t+Q\mathbf t'$. Its component along $\mathbf t$ is $Q'$, because $\mathbf t\cdot\mathbf t'=0$, while $\mathbf t\times\mathbf F$ has no component along $\mathbf t$. So (1) gives $Q'=0$. This step uses the equality of the two bending stiffnesses.

Now let the wire be nearly straight. Define the complex tilt and transverse force

$$u=t_x+it_y,\qquad f=F_x+iF_y,$$

both small. Since $t_z=\sqrt{1-|u|^2}$, it differs from 1 only at second order. Small changes of $T$ and $Q$ multiply $u$ in the transverse equations, so they too enter at second order, and we may set $F_z=T$ and $Q=M$.

To first order, $\mathbf t\times\mathbf t'$ has transverse components $(-t_y',t_x')$, which combine into $iu'$. The transverse moment is therefore $iBu'+Mu$. The transverse components of $\mathbf t\times\mathbf F$ are

$$(t_yT-F_y,\;F_x-t_xT)\;\longrightarrow\; t_yT-F_y+iF_x-it_xT=if-iTu .$$

Equation (1) becomes $iBu''+Mu'+if-iTu=0$. Dividing by $i$,

$$Bu''-iMu'-Tu+f=0,\qquad f=\text{constant}. \tag{4}$$

A constant $f$ has the particular solution $u=f/T$, a uniform tilt that turns the wire into line with the total force. For an infinite wire we choose $z$ along that force and set $f=0$. Inserting $u\propto e^{iks}$ gives $-Bk^2+Mk-T=0$, or

$$Bk^2-Mk+T=0,\qquad k=\frac{M\pm\sqrt{M^2-4BT}}{2B}. \tag{5}$$

For $M<2\sqrt{BT}$ the roots are complex. Every solution then contains a factor that grows or decays exponentially over the length $2B/\sqrt{4BT-M^2}$, so no nonzero solution stays bounded along the whole wire. At

$$M_\infty=2\sqrt{BT}=2\sqrt{EI\,T},\qquad k_c=\sqrt{T/B}, \tag{6}$$

the roots meet on the real axis and a bounded mode appears. Its displacement $w$, with $w'=u$, is $w=u/(ik_c)$. This point circles anticlockwise as $z$ increases, so a positive moment gives a right-handed helix. Reversing $M$ gives the mirror image.

## Energy and the loss of stability

A neutral mode marks a possible threshold, but stability is decided by energy. Clamp the end tangents along $z$, and let $T$ and $M$ be held fixed as the wire moves. We need the work done by $M$, hence the rotation of one end relative to the other.

Describe the tangent by polar angle $\theta$ and azimuth $\psi$, and let $\varphi$ be a further rotation of the cross-section about $\mathbf t$. The rate of rotation along the wire has the component

$$\tau=\varphi'+\psi'\cos\theta$$

along $\mathbf t$, which is the twist. At the ends $\theta=0$, and both angles turn the section about $z$. The end rotation is

$$R=\int(\varphi'+\psi')\,ds=\int\left[\tau+(1-\cos\theta)\psi'\right]ds. \tag{7}$$

A wire can thus turn its end by coiling, without further twist. The second term is regular where $\theta=0$: since $\sin^2\theta\,\psi'=\mathrm{Im}(u^*u')$, it equals $\mathrm{Im}(u^*u')/(1+\cos\theta)$.

With twisting stiffness $C$, and counting the potential of the loads,

$$\mathcal E=\int\left[\tfrac B2|\mathbf t'|^2+\tfrac C2\tau^2+T(1-\cos\theta)\right]ds-MR. \tag{8}$$

The term in $T$ is the work needed to draw the ends together. The twist enters through $\frac C2\tau^2-M\tau$, least at $\tau=M/C$, where it is a constant that does not depend on the shape. For small tilt, $|\mathbf t'|^2\simeq|u'|^2$, $1-\cos\theta\simeq\frac12|u|^2$ and $(1-\cos\theta)\psi'\simeq\frac12\mathrm{Im}(u^*u')$. Relative to the straight wire, to second order,

$$\mathcal E_2=\tfrac12\int\left[B|u'|^2+T|u|^2-M\,\mathrm{Im}(u^*u')\right]ds. \tag{9}$$

Write $u=e^{iqs}v$. Then $u'=e^{iqs}(v'+iqv)$, and

$$|u'|^2=|v'|^2+q^2|v|^2+2q\,\mathrm{Im}(v^*v'),\qquad \mathrm{Im}(u^*u')=\mathrm{Im}(v^*v')+q|v|^2 .$$

The integrand of (9) is therefore

$$B|v'|^2+(Bq^2-Mq+T)|v|^2+(2Bq-M)\,\mathrm{Im}(v^*v'). \tag{10}$$

The choice $q=M/2B$ removes the last term and leaves

$$\mathcal E_2=\tfrac12\int\left[B|v'|^2+\left(T-\frac{M^2}{4B}\right)|v|^2\right]ds. \tag{11}$$

For $M<2\sqrt{BT}$ both terms are positive, so every small disturbance costs energy, whatever its shape. For $M>2\sqrt{BT}$ take $v=A\sin(\pi s/L)$. Its energy is

$$\mathcal E_2=\frac{A^2L}{4}\left[\frac{B\pi^2}{L^2}+T-\frac{M^2}{4B}\right],$$

which is negative once $L$ is large enough. The straight state is then no longer an energy minimum, and it is unstable.

The signs in (9) were tested on the exact energy. In units with $B=T=1$, where the threshold is $M=2$, take $u=\varepsilon\sin(\pi s/L)e^{is}$ with $\varepsilon=0.01$ and $L=60$. Equation (10) predicts an energy $(\varepsilon^2L/4)(2+\pi^2/L^2-M)$. The exact energy, with the end rotation found by carrying an arrow along the wire without twist, gives brackets of $0.1027$ at $M=1.9$ and $-0.0973$ at $M=2.1$, as predicted.

If the end rotation $R$ is held instead of the moment, write $W=\int(1-\cos\theta)\psi'\,ds$. The least twisting energy at given shape has uniform twist $(R-W)/L$ and equals

$$\frac{C(R-W)^2}{2L}=\frac{CR^2}{2L}-\frac{CR}{L}W+\frac{C}{2L}W^2 .$$

The straight wire carries $M=CR/L$, so the middle term is $-MW$, as before. Because $W$ is of second order in $u$, the last term is of fourth order. The linear threshold is the same under both kinds of loading.

## Finite length

Keep the end tangents clamped, so that $v=0$ at $s=0$ and $s=L$, and let one end move freely sideways. The least value of $\int|v'|^2ds/\int|v|^2ds$ is then $\pi^2/L^2$, reached by the half sine. Equation (11) first loses positivity at

$$M_c=2\sqrt{BT+\frac{\pi^2B^2}{L^2}} . \tag{12}$$

The long-wire result needs $k_cL\gg\pi$. As $T\to0$ at fixed length, (12) tends to $2\pi B/L$, not to zero. Setting $M_c=0$ gives $T=-\pi^2B/L^2$, the Euler compression for these end conditions.

If the ends are also held on one line, the sideways displacement $\int u\,ds$ must vanish. This is one complex condition. It cannot lower the threshold, so (12) remains a lower bound. Some nonzero combination of $\sin(\pi s/L)$ and $\sin(2\pi s/L)$ in $v$ meets the condition, and for it the ratio above is at most $4\pi^2/L^2$. Hence

$$2\sqrt{BT+\frac{\pi^2B^2}{L^2}}\;\le\;M_c\;\le\;2\sqrt{BT+\frac{4\pi^2B^2}{L^2}} . \tag{13}$$

Discretising (9) with $B=T=1$ and finding the smallest moment that has a neutral mode gives these values of $M_c/2$:

| $L$ | one end free sideways | ends in line | upper bound |
|---|---|---|---|
| 10 | 1.0482 | 1.0492 | 1.1810 |
| 20 | 1.0123 | 1.0124 | 1.0482 |
| 40 | 1.0031 | 1.0031 | 1.0123 |

The first column agrees with (12). At these lengths the second lies close to the lower bound. For short wires it does not: at $T=0$ the onset with ends in line is $8.99B/L$, against the lower bound $2\pi B/L$. The lowest free mode indeed has little sideways drift. With $p=\pi/L$,

$$\int_0^L e^{iqs}\sin(ps)\,ds=\frac{p\,(1+e^{iqL})}{p^2-q^2},$$

whose size is at most a fraction $p^2/(q^2-p^2)$ of its value $2/p$ at $q=0$. For $qL\gg\pi$ the oscillations nearly cancel the drift by themselves.

## Large tilts below the threshold

Stability against small disturbances does not make the straight wire the state of lowest energy. Consider a long helix of finite angle $\theta$ at fixed $T$ and $M$. From (8), its energy per unit length relative to the straight wire is

$$\tfrac B2k^2\sin^2\theta+(T-Mk)(1-\cos\theta)=(1-\cos\theta)\left[\tfrac B2(1+\cos\theta)k^2-Mk+T\right].$$

The bracket is least at $k=M/[B(1+\cos\theta)]$, where it equals $T-M^2/[2B(1+\cos\theta)]$. Since $1+\cos\theta=2\cos^2(\theta/2)$, the helix has the lower energy if

$$M>2\sqrt{BT}\,\cos(\theta/2). \tag{14}$$

This can hold below $M_\infty$. The pitch closes as $\theta\to90^\circ$, where the wire meets itself, so for a helix free of self-contact (14) needs $M>\sqrt{2BT}\approx0.71M_\infty$. The pieces joining the helix to its straight ends cost an energy that does not grow with length, so in a long enough wire the gain wins. A sufficiently large disturbance can then start buckling early. Equation (6) is the limit of linear stability, not a guarantee against every kick.

There are also bent equilibria with straight ends. Let the wire be straight far away, with $\mathbf F=T\mathbf e_z$ and $Q=M$. Two integrals determine the shape.

1. By (1), $m_z'=0$. From (2), $m_z=B\sin^2\theta\,\psi'+M\cos\theta$, which must equal its far value $M$. Therefore $\psi'=M/[B(1+\cos\theta)]$.
2. Crossing (2) with $\mathbf t$ gives $\mathbf m\times\mathbf t=B\mathbf t'$. Also $B^2|\mathbf t'|^2=|\mathbf m|^2-Q^2$, so $B^2(|\mathbf t'|^2)'=2\mathbf m\cdot\mathbf m'=-2\mathbf F\cdot(\mathbf m\times\mathbf t)=-2B\,\mathbf F\cdot\mathbf t'$. Thus $\frac B2|\mathbf t'|^2+T\cos\theta$ is constant, and its far value is $T$.

The second integral reads $\frac B2(\theta'^2+\sin^2\theta\,\psi'^2)=T(1-\cos\theta)$. Put $p=\sin(\theta/2)$, so that $1-\cos\theta=2p^2$, $\sin^2\theta=4p^2(1-p^2)$, $\theta'^2=4p'^2/(1-p^2)$ and $\psi'=M/[2B(1-p^2)]$. Then

$$\frac{2Bp'^2}{1-p^2}+\frac{M^2p^2}{2B(1-p^2)}=2Tp^2 .$$

Multiplying by $(1-p^2)/2B$ gives

$$p'^2=\frac TB\,p^2(a^2-p^2),\qquad a^2=1-\frac{M^2}{4BT},$$

with the solution

$$\sin\frac\theta2=a\,\mathrm{sech}\!\left(a\,s\sqrt{T/B}\right). \tag{15}$$

Integrating (1) and (2) directly at $M=0.9M_\infty$, from the peak out to $s=12\sqrt{B/T}$, reproduces (15) with a largest error of $1.6\times10^{-12}$ in $\sin(\theta/2)$. The peak tilt $2\arcsin a$ is $51.7^\circ$ at $0.9M_\infty$, $16.2^\circ$ at $0.99M_\infty$ and $5.1^\circ$ at $0.999M_\infty$. These localised states shrink into the straight wire as the threshold is approached from below. The helical mode at onset therefore does not imply that the final shape is a uniform helix.

## A silica nanofibre

For a round wire of radius $r$, $I=\pi r^4/4$ and the polar moment is $J=2I$. The surface shear stress at onset is $\tau_s=M_\infty r/J=r\sqrt{ET/I}$. With axial stress $\sigma=T/(\pi r^2)$ and $I=\pi r^2\cdot r^2/4$,

$$\tau_s=2\sqrt{E\sigma}, \tag{16}$$

independent of radius. For elastic buckling to precede shear failure at a stress $\tau_{\max}$, a long round wire needs $\sigma<\tau_{\max}^2/4E$. In stiff solids, where $\tau_{\max}$ is a small fraction of $E$, only lightly stretched wires satisfy this.

Take rough values for a drawn silica nanofibre: $E=70$ GPa, shear modulus $G=30$ GPa, diameter 100 nm and length 1 mm, with a chosen tension of 20 nN. Since 1 GPa is 1 nN/nm²,

$$EI=70\times4.909\times10^6\ \text{nN nm}^2=343.6\ \text{nN µm}^2,$$

$$M_\infty=2\sqrt{343.6\times20}=165.8\ \text{nN µm}=1.658\times10^{-13}\ \text{N m}.$$

The wavenumber $\sqrt{20/343.6}=0.241$ µm⁻¹ gives a pitch of 26 µm, so the fibre holds about 38 pitches and counts as long. The twist before onset is $M_\infty L/(2\pi GJ)$ turns. With $GJ=2(G/E)EI$,

$$\frac{165.8\times1000}{4\pi\,(30/70)\,343.6}\simeq 90\ \text{turns}.$$

The axial stress is only 2.55 MPa, yet the surface shear stress reaches 0.84 GPa and the shear strain 2.8%.

Silica glass is isotropic, and drawn fibres of this diameter and length can be made. Pristine ones have strengths of roughly several GPa, so the example is plausible for a clean fibre, while surface flaws could break it first. The threshold is sensitive to the value taken for the diameter. At fixed tension $M_\infty\propto\sqrt I\propto r^2$, so a diameter 5% larger than assumed raises the threshold by about 10%. A flattened section violates the equal-stiffness assumption, and (6) does not then apply as it stands.

Other neglected effects are estimated to be small here:

- **Surface elasticity.** A surface modulus $S$ adds $\pi Sr^3$ to $EI$, a fraction $4S/(Er)$. A round trial value of 10 N/m raises $M_\infty$ by 0.57%.
- **Finite strain.** The square of the shear strain is 0.08%. This gives only an order of magnitude, because the nonlinear elastic coefficient that multiplies it has not been evaluated.
- **Shear, stretch and length.** Transverse shear is of order $(k_cr)^2=0.015\%$, and the axial strain due to the tension is 0.004%. Twisting adds an axial strain of second order in the shear strain, which belongs to the finite-strain effects above. Finite length raises the threshold by 0.0085% with one end free sideways, and by at most 0.034% with the ends in line.
- **Weight.** With the ends held in line and no torque, the sag of a horizontal fibre gives a largest slope of about $4\times10^{-6}$ rad, close to the clamped ends. The torque raises this to about $7\times10^{-6}$ rad at $0.99M_\infty$. With one end free sideways both slopes are about twice as large.

Thermal motion follows from (9). A mode $u_ke^{iks}$ costs $\frac L2(Bk^2-Mk+T)|u_k|^2$. Its two real components each carry $\frac12k_B\Theta$ at temperature $\Theta$, so summing over modes gives

$$\langle|u|^2\rangle=\int\frac{dk}{2\pi}\,\frac{2k_B\Theta}{Bk^2-Mk+T}=\frac{k_B\Theta}{\sqrt{BT-M^2/4}} . \tag{17}$$

At 300 K and $0.99M_\infty$ the rms tilt is $0.034^\circ$, far below the $16.2^\circ$ peak of the localised state at the same load. Equation (17) diverges at threshold, where the quadratic energy no longer suffices. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
TESTS (scaled units, B = T = 1, threshold M = 2)
wave-packet energy / (amp^2 L/4), M=1.9: 0.1027
wave-packet energy / (amp^2 L/4), M=2.1: -0.0973
onset M/2: L, free end, aligned ends, lower bound, upper bound
  10  1.04819  1.04918  1.04819  1.18101
  20  1.01226  1.01241  1.01226  1.04819
  40  1.00308  1.00308  1.00308  1.01226
localised state at M/2=0.9, largest error: 1.6e-12
thermal <|u|^2>/kT at M=1.6, matrix: 1.6609
thermal <|u|^2>/kT at M=1.6, formula: 1.6667
EXAMPLE INPUTS (silica nanofibre, rough)
Young modulus: 70 GPa
shear modulus: 30 GPa
diameter: 100 nm
length: 1 mm
tension: 20 nN
density: 2200 kg/m^3
trial surface modulus: 10 N/m
temperature: 300 K
EXAMPLE RESULTS
second moment of area I: 4.9087e+06 nm^4
bending stiffness EI: 343.61 nN um^2
critical moment: 165.8 nN um
critical moment, converted: 1.658e-13 N m
critical wavenumber: 0.2413 1/um
helix pitch: 26.04 um
pitches in the length: 38.4
applied turns at onset: 89.6
axial stress: 2.55 MPa
surface shear stress at onset: 0.844 GPa
surface shear strain at onset: 2.81 %
NEGLECTED EFFECTS
finite length, free end, shift of M: 0.0085 %
finite length, aligned, at most: 0.0339 %
surface elasticity, shift of M: 0.57 %
finite strain, order (shear strain)^2: 0.079 %
transverse shear, order (k r)^2: 0.0146 %
axial stretch: 0.0036 %
end slope from weight, horizontal: 4.2e-06 rad
rms thermal tilt at 0.99 M_c: 0.034 deg
peak tilt of localised state at 0.9 M_c: 51.7 deg
peak tilt of localised state at 0.99 M_c: 16.2 deg
peak tilt of localised state at 0.999 M_c: 5.1 deg
```
